# Detecting LAPW Ghost States by u̇ Weight and Energy-Parameter Sensitivity

A band calculation on a solid with a shallow core shell sometimes returns a level where no electron state should be. It may lie among the valence bands, it has the angular momentum of the shell below them, and it moves when a purely technical input, the energy parameter of the basis, is changed. Such a level is called a ghost. How can it be recognized from one diagonalization, when the true spectrum is unknown?

The smallest case that shows the effect has one atom, one angular momentum and two shells. Its true spectrum can be found separately, so every verdict can be checked. Hartree atomic units are used.

## A cell with two s shells

Take a spherical cell of radius \(R_c=2.5\) bohr. Inside a sphere of radius \(R=2\) bohr the potential is \(-3\) hartree; between \(R\) and \(R_c\) it is zero. All radial functions below are already multiplied by \(r\), so for \(l=0\)

\[
H=-\tfrac12\frac{d^2}{dr^2}+V(r),
\]

and they vanish at \(r=0\). At the cell surface the original radial function, \(\psi/r\), has zero slope, as at the bottom of an s band.

Matching the exact solutions at \(R\) gives levels at \(-2.2485\), \(-0.2969\) and \(2.5528\) hartree, with 0, 1 and 2 nodes. The first is the semicore shell and the second the valence shell.

LAPW does not solve the sphere problem at each unknown energy. It picks an energy parameter \(E\) and uses two functions there: the solution \(u\) of \((H-E)u=0\), normalized in the sphere, and its energy derivative \(\dot u=\partial u/\partial E\). In the model \(u\propto\sin\kappa r\) with \(\kappa=\sqrt{2(E+3)}\), and \(\dot u\) is a combination of \(r\cos\kappa r\) and \(\sin\kappa r\).

Brackets \(\langle\cdot|\cdot\rangle\) between \(u\), \(\dot u\) and similar functions are integrals over the sphere. Differentiating \(\langle u|u\rangle=1\) gives \(\langle u|\dot u\rangle=0\). Differentiating \((H-E)u=0\) gives

\[
(H-E)\dot u=u. \tag{1}
\]

Define \(N=\langle\dot u|\dot u\rangle\). Inside the sphere every LAPW state has the form

\[
\psi=a\,u+b\,\dot u ,
\]

with sphere weight \(a^2+b^2N\), since the cross term vanishes.

## Joining the sphere to the outside

Multiply (1) by \(u\), subtract \(\dot u(H-E)u=0\), and integrate. The potential cancels, and integration by parts leaves a boundary term:

\[
1=-\tfrac12\,[u\dot u'-u'\dot u]_{R}
\quad\Rightarrow\quad
u'\dot u-u\dot u'=2\ \text{ at } R. \tag{2}
\]

An outer function with value \(p\) and slope \(p'\) at \(R\) requires \(au+b\dot u=p\) and \(au'+b\dot u'=p'\). The determinant of this pair is \(-2\) by (2), so

\[
a=\tfrac12(p'\dot u-p\,\dot u'),\qquad b=\tfrac12(u'p-u\,p').
\]

Thus \(b\) is zero when the outer function has the logarithmic derivative of \(u\), and grows with the mismatch.

The outer functions are \(p_j=\sin(k_jr)/k_j\), with \(k_j\) chosen to satisfy the cell condition; the \(k=0\) member is \(r\). Five are used. The ghost energies quoted below belong to this basis: at \(E=-0.2\) hartree the ghost lies at 0.51, 0.42, 0.37 and 0.35 hartree with four, five, six and seven outer functions, while the valence level stays at \(-0.2969\). With outer overlaps \(O_{ij}=\int_R^{R_c}p_ip_j\,dr\), equation (1) gives

\[
S_{ij}=a_ia_j+Nb_ib_j+O_{ij},
\]
\[
H_{ij}=E\,a_ia_j+a_ib_j+EN\,b_ib_j+\tfrac12k_j^2O_{ij}.
\]

The term \(a_ib_j\) comes from \(\langle u|H\dot u\rangle=1\). It is not symmetric, and neither is the last term. Their antisymmetric parts are boundary terms at \(R\) of opposite sign, because value and slope are continuous there, so the sum is symmetric.

## Two levels, worked by hand

Put \(E=-0.2\) hartree, about 0.1 above the valence level. Here \(N=0.21038\) hartree\(^{-2}\). The two lowest LAPW levels are:

- \(\varepsilon=-0.29687\) hartree (\(-8.078\) eV), with \(a=-0.79738\), \(b=0.06714\) hartree;
- \(\varepsilon=0.41807\) hartree (\(11.376\) eV), with \(a=0.13694\), \(b=2.14051\) hartree.

The first agrees with the exact valence level to \(2\times10^{-5}\) hartree. The second has no exact partner nearby. The sphere coefficients already tell them apart. Form the ratio of the two sphere weights,

\[
w=\frac{b^2N}{a^2}. \tag{3}
\]

For the two levels it is

\[
w_1=\frac{0.004508\times0.21038}{0.63581}=0.0015,
\]
\[
w_2=\frac{4.5818\times0.21038}{0.018754}=51 .
\]

The valence state is almost all \(u\) in the sphere. The other is almost all \(\dot u\), a function included only to correct \(u\).

What is this second state? Its squared overlaps with the exact semicore, valence and third states are 0.574, 0.00003 and 0.401. It is therefore a mixture, with the semicore state as its largest part. Its energy is the average of exact energies weighted by the squared overlaps. The three lowest states contribute

\[
0.574(-2.248)+0.00003(-0.297)+0.401(2.553)\approx-0.27
\]

hartree. The remaining 2.4% of the weight, in higher states, must supply about 0.68 hartree to reach 0.418. The ghost is an eigenvector of the small matrix, but not an approximation to any one eigenstate of \(H\).

## What a sound state looks like

Let \(d=\varepsilon-E\). The exact sphere function at energy \(\varepsilon\) is proportional to

\[
u(\varepsilon)=u+d\,\dot u+\tfrac12d^2\ddot u+\cdots . \tag{4}
\]

LAPW has the first two terms and lacks the third. To see what this costs, split off from \(\ddot u\) the part that the basis can carry. Define

\[
\eta=\ddot u+\alpha u+\beta\dot u,
\]

with \(\alpha,\beta\) chosen so that \(\eta\) has zero value and slope at \(R\). This is possible because the determinant in (2) is not zero.

Construct a trial function by keeping the exact outer part and matching it with \(u\) and \(\dot u\). It differs from the exact state by a function \(\delta\) that vanishes with its slope at \(R\) and begins with a multiple of \(\tfrac12d^2\eta\). Two energy errors follow.

1. The trial energy differs from the exact one by \(\langle\delta|H-\varepsilon|\delta\rangle\), apart from normalization, which is of order \(d^4\). The linear term is absent because the exact state satisfies \((H-\varepsilon)\psi=0\).
2. Diagonalization mixes the trial function with other basis states. The coupling is \(\langle\phi|H-\varepsilon|\delta\rangle\), of order \(d^2\). The admixture is this coupling divided by the level separation, and the energy change is its square divided by the separation, again of order \(d^4\).

Hence, for a state well separated from other LAPW levels and with outer functions good enough to add no comparable error,

\[
\frac ba=d+O(d^2),\qquad w=Nd^2\,[1+O(d)]. \tag{5}
\]

For the valence state above, \(Nd^2=0.21038\times(0.09687)^2=0.0020\), against the actual 0.0015. Moving \(E\) closer improves the agreement: with \(E\) 0.04, 0.02 and 0.01 hartree above the level, \(w/(Nd^2)\) is 0.84, 0.90 and 0.94.

Equation (5) also gives the ratio test a scale. A threshold \(w_c=0.1\) corresponds to \(|d|\approx\sqrt{0.1/0.21038}=0.69\) hartree. This is a leading-order estimate, not a bound.

## How far a level moves with E

An exact level does not depend on \(E\), so a strong dependence is a second warning. It can be computed without another diagonalization.

Let \(c\) be the eigenvector, normalized by \(c^TSc=1\). Since \((H-\varepsilon S)c=0\), the change of \(c\) drops out to first order, and

\[
\frac{d\varepsilon}{dE}=c^T\!\left(\frac{dH}{dE}-\varepsilon\frac{dS}{dE}\right)\!c .
\]

The right side is the change of \(\langle\psi|H-\varepsilon|\psi\rangle\) when the basis functions change at fixed \(c\). The outer part of \(\psi\) then stays fixed. In the sphere,

\[
\frac{\partial\psi}{\partial E}=\frac{da}{dE}u+\Big(a+\frac{db}{dE}\Big)\dot u+b\,\ddot u .
\]

Its value and slope at \(R\) are zero because those of \(\psi\) are held by the outer part. Subtract \(b\eta\): what remains is a combination of \(u\) and \(\dot u\) with zero value and slope, and by (2) that combination is zero. Therefore \(\partial\psi/\partial E=b\eta\). No boundary term arises when \(H\) is moved from one side to the other, so the two equal halves of the variation give

\[
\frac{d\varepsilon}{dE}=2\langle b\eta|(H-\varepsilon)\psi\rangle .
\]

Now use \(Hu=Eu\) and (1):

\[
\begin{aligned}
(H-\varepsilon)\psi&=-ad\,u+b(u-d\,\dot u)\\
&=(b-ad)u-bd\,\dot u .
\end{aligned}
\]

With \(A=\langle u|\eta\rangle\) and \(B=\langle\dot u|\eta\rangle\), this becomes

\[
\frac{d\varepsilon}{dE}=2\left[b(b-ad)A-b^2d\,B\right]. \tag{6}
\]

Both integrals simplify. Differentiating (1) gives \((H-E)\ddot u=2\dot u\), hence \((H-E)\eta=2\dot u+\beta u\). Since \(\eta\) has no boundary terms, projection on \(u\) gives

\[
0=\langle(H-E)u|\eta\rangle=\beta ,
\]

and projection on \(\dot u\) gives

\[
A=\langle(H-E)\dot u|\eta\rangle=2N .
\]

With \(\beta=0\) and \(\langle\dot u|u\rangle=0\), also \(B=\langle\dot u|\ddot u\rangle=\tfrac12\,dN/dE\). Thus

\[
\frac{d\varepsilon}{dE}=4N\,b(b-ad)-b^2d\,\frac{dN}{dE}. \tag{7}
\]

Two limits show why this separates the states. For a sound state, \(b=O(d)\) and \(b-ad=O(d^2)\), so the sensitivity is \(O(d^3)\), consistent with an energy error \(O(d^4)\). For a state that is \(\dot u\) alone in the sphere and has almost all its weight there, \(a=0\) and \(Nb^2\approx1\). The outer weight cannot be exactly zero, because by (2) \(\dot u\) cannot vanish together with its slope at \(R\). Then

\[
\frac{d\varepsilon}{dE}\approx4-\frac dN\frac{dN}{dE}.
\]

Near \(d=0\) such a level moves about four times as fast as the parameter.

Insert the example, with \(A=0.42076\) hartree\(^{-2}\) and \(B=-0.11054\) hartree\(^{-3}\). For the ghost \(d=0.61807\) hartree, and (6) gives

\[
2[(4.5818-0.1812)(0.42076)+0.3130]=4.33 .
\]

For the valence state \(d=-0.09687\) hartree, and the same formula gives \(-0.00067\). Formula (6) was tested against finite differences of complete diagonalizations at three values of \(E\); the largest absolute difference was \(2\times10^{-5}\).

The powers of \(d\) are approached gradually. Between offsets of 0.02 and 0.04 hartree the energy error grows with power 3.70 and the sensitivity with power 2.64. Between 0.01 and 0.02 the printed values give 3.83 and 2.79, closer to 4 and 3.

## Choosing and testing thresholds

Take \(w_c=0.1\) and a sensitivity threshold \(s_c=0.2\), and flag a state when both \(w>w_c\) and \(|d\varepsilon/dE|>s_c\). The test moves \(E\) in seven equal-spaced values from the valence level to 0.3 hartree above it, as when \(E\) is placed inside a band and the state lies at its bottom. Three of the seven are:

| \(E\) (hartree) | valence \(w\), \(d\varepsilon/dE\) | ghost \(w\), \(d\varepsilon/dE\) |
|---|---|---|
| −0.297 | 0.000, 0.000 | 339, 4.26 |
| −0.147 | 0.003, −0.002 | 29, 4.26 |
| 0.003 | 0.011, −0.007 | 9.2, 3.68 |

Each threshold separates the two states at all seven points. The margins are wide: any \(w_c\) between about 0.011 and 9, or \(s_c\) between about 0.008 and 3.6, would do the same here. The chosen numbers are working values for this model, not constants of the method.

Over this scan the ghost climbs from 0.000 to 1.249 hartree, while the valence level falls by 0.0007. That the valence level lies slightly below its exact value breaks no variational rule. The min–max principle says that the \(k\)-th level in a restricted basis is not below the \(k\)-th exact level. Here the valence state is the first LAPW level, so its guaranteed lower limit is the semicore energy.

## Where a flag needs interpretation

**A crossing.** Lower \(E\) and the ghost descends through the valence level. At the smallest gap, \(E=-0.367856\) hartree, the two LAPW levels are only 0.004 hartree apart. Their squared overlaps with the exact valence state are 0.51 and 0.49, their \(w\) are 1.6 and 1.5, and both sensitivities are 2.04. Both are flagged, although \(E\) is only 0.07 hartree from the valence level.

The equal slopes follow from a two-level picture. With diagonal energies \(h_v,h_g\) and coupling \(V\),

\[
\varepsilon_\pm=\tfrac12(h_v+h_g)\pm\tfrac12\sqrt{(h_v-h_g)^2+4V^2}.
\]

At the smallest gap the root is stationary, so both levels move with the mean slope, about half that of the ghost. This is the case excluded from (5): closeness of \(E\) to the level does not suffice if a ghost is nearly degenerate with it.

**A real state far from \(E\).** Put \(E\) on the semicore level. That level is then accurate, but the next one appears at 0.068 hartree, with \(w=5.7\) and sensitivity \(-0.46\). It is flagged, yet its squared overlap with the exact valence state is 0.90. It is a real state with an energy 0.36 hartree too high. A flag therefore says that linearization has failed for this state, not that the state is fictitious.

**One criterion without the other.** If the state has little weight in the channel, both \(a\) and \(b\) are small and their ratio says little; the sensitivity is then small because (7) is quadratic in the coefficients. Conversely, the two terms of (7) can cancel at a particular \(E\) while \(w\) is above threshold: at \(E\approx1.47\) hartree the lowest level has zero sensitivity and \(w=0.35\), and lies at \(-0.343\) hartree, 0.046 below the valence level. A large \(w\) alone in a state with appreciable sphere weight is thus a reason to repeat the calculation at another \(E\).

## Removing the ghost

The cause is a missing function: one pair \(u,\dot u\) cannot describe both shells accurately. With \(E\) near the valence level the semicore state is lost, and with \(E\) between the shells both levels appear but both are in error (at \(E=-1.2\) hartree, \(-2.115\) and \(-0.256\)). Add a local orbital, made from the sphere solution at the semicore energy plus the multiples of \(u\) and \(\dot u\) that cancel its value and slope at \(R\). It needs no outer part and has its own free coefficient.

With \(E=-0.2\) hartree again, the three lowest levels become \(-2.2485\), \(-0.2969\) and \(2.7402\) hartree. The first two agree with the exact levels to the digits shown. By the min–max principle the third cannot lie below the third exact level, 2.5528 hartree. The ghost at 0.418 hartree has no place left in the valence region.

## The general procedure

In a crystal, several equivalent atoms (same sphere radius and potential, hence the same \(N_l\)) and magnetic quantum numbers \(m\) may share one parameter \(E_l\), and the coefficients are complex. Assume the nonrelativistic radial equation (with scalar-relativistic radial functions, (1), (2) and (7) hold only approximately), a fixed potential that is spherical in the spheres, a basis without local orbitals in the channel, and a nondegenerate state normalized over the cell. The steps leading to (7) hold for each component, with the centrifugal term included in \(H\). Summing over the components \(\mu\) that share \(E_l\) gives

\[
w_l=\frac{N_l\sum_\mu|b_\mu|^2}{\sum_\mu|a_\mu|^2},
\]
\[
\frac{d\varepsilon}{dE_l}=\sum_\mu\Big\{4N_l\big[|b_\mu|^2-d\,\mathrm{Re}(a_\mu^*b_\mu)\big]-|b_\mu|^2d\,\frac{dN_l}{dE_l}\Big\},
\]

where \(d=\varepsilon-E_l\). The numerical check covers the one-channel case.

1. Diagonalize and, for each state in the energy window of interest, compute \(w_l\) and \(d\varepsilon/dE_l\) in each channel.
2. Flag the state if both exceed their thresholds. Start from \(w_c=0.1\) and \(s_c=0.2\), and check that the states of the material fall into two separated groups.
3. For a flagged state, shift \(E_l\) and repeat. A pair caught at a crossing separates into a steady level and a moving one.
4. If a moving level remains in the window, add a local orbital at the energy of the missing shell. A ghost leaves the window; a real state that was badly linearized settles at a stable energy once a function suited to it is present.

With local orbitals in the channel, or with a nonspherical potential in the sphere, (7) lacks terms. The sensitivity is then best taken from two diagonalizations at slightly different \(E_l\) in the same potential. For degenerate levels, follow the whole group, since individual eigenvectors within it are arbitrary.

## Computed results

```
sphere radius 2.0 bohr, cell radius 2.5 bohr
well depth 3.0 hartree, number of waves 5
largest wave number 5.6265 1/bohr
thresholds: w 0.1, |dE_state/dE_l| 0.2 (no units)
exact semicore: -2.248465 hartree, nodes 0
exact valence: -0.296852 hartree, nodes 1
exact third: 2.552793 hartree, nodes 2
LAPW error with E_l on semicore: 2.31e-12 hartree
LAPW error with E_l on valence: 1.09e-14 hartree
example E_l = -0.200 hartree
N = 0.210379 hartree^-2, Wronskian = 2.00000000
A = 0.420758 hartree^-2, B = -0.110538 hartree^-3
distance at w threshold: 0.6894 hartree
valence: energy -0.296871 hartree = -8.0783 eV
  a -0.797379, b 0.067138 hartree (joint sign free)
  w 0.00149144, sensitivity -0.000667438
  overlap^2 semicore, valence, third: 0.00003 0.99997 0.00001
ghost: energy 0.418073 hartree = 11.3763 eV
  a 0.136944, b 2.140514 hartree (joint sign free)
  w 51.3984, sensitivity 4.32925
  overlap^2 semicore, valence, third: 0.57409 0.00003 0.40145
largest sensitivity formula-difference error: 2.10e-05
E_l offset (hartree), w/(N d^2), energy shift (hartree), sensitivity
  0.01 0.94258 -4.6936e-09 -1.8185e-06
  0.02 0.89937 -6.6599e-08 -1.2559e-05
  0.04 0.83922 -8.6567e-07 -7.8365e-05
fitted powers: energy 3.700, sensitivity 2.641
scan: E_l, valence (energy, w, sens), ghost (same); hartree
  -0.2969 | -0.29685 0.00000 0.00000 | 0.00008 338.972 4.264
  -0.2469 | -0.29685 0.00045 -0.00014 | 0.21508 103.255 4.327
  -0.1969 | -0.29687 0.00158 -0.00072 | 0.43170 49.408 4.327
  -0.1469 | -0.29693 0.00324 -0.00176 | 0.64671 28.584 4.262
  -0.0969 | -0.29706 0.00537 -0.00323 | 0.85676 18.390 4.129
  -0.0469 | -0.29726 0.00791 -0.00508 | 1.05859 12.669 3.934
  0.0031 | -0.29757 0.01085 -0.00724 | 1.24922 9.156 3.684
avoided crossing: E_l -0.367856, gap 0.004050 hartree
  energy -0.298820 hartree, w 1.6101, sens 2.0403, valence overlap^2 0.5137
  energy -0.294770 hartree, w 1.5337, sens 2.0399, valence overlap^2 0.4863
E_l on semicore level, two lowest states:
  energy -2.248465 hartree, w 8.014e-15, sens 2.897e-14, valence overlap^2 0.0000
  energy 0.067874 hartree, w 5.677, sens -0.4646, valence overlap^2 0.9015
with local orbital, three lowest levels (hartree): -2.248465 -0.296852 2.740202
```
